# Unitary mixing of occupied Hartree-Fock orbitals: what changes and what does not: a program that tests the result

```python
"""Unitary mixing of occupied Hartree-Fock orbitals.

Result under test: if C' = C U, with the columns of C the occupied orthonormal
spin orbitals and U unitary, then the determinant changes only by the phase
det U, while the density matrix, Fock operator and energy are unchanged.
The pair integrals J_ij = (ii|jj) and K_ij = (ij|ji) do change in general.
For real orbitals a, b: d = (b^2 - a^2)/2 and g = a b are pair densities, and
(d|d), (g|g), (d|g) are their Coulomb integrals.
Part 1: three electrons in six spin orbitals, random Hermitian operators,
        explicit antisymmetric wavefunction.
Part 2: free Ga atom, unrestricted Hartree-Fock, def2-SVP, nonrelativistic.
"""
from functools import reduce
from itertools import permutations
from math import factorial

import numpy as np
from pyscf import gto, scf
from scipy.constants import physical_constants

rng = np.random.default_rng(7)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def random_complex(n):
    return rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))


def random_unitary(n):
    return np.linalg.qr(random_complex(n))[0]


def random_hermitian(n):
    a = random_complex(n)
    return (a + a.conj().T) / 2


# ---------- Part 1: explicit many-electron wavefunction ----------
M, N = 6, 3
h_model = random_hermitian(M)
# two-electron interaction: sum over L of B_L(1) B_L(2)
B = [0.4 * random_hermitian(M) for _ in range(4)]


def wavefunction(C):
    """Slater determinant as a tensor, by the sum over permutations."""
    n = C.shape[1]
    psi = 0
    for p in permutations(range(n)):
        sign = round(np.linalg.det(np.eye(n)[list(p)]))
        psi = psi + sign * reduce(np.multiply.outer, [C[:, k] for k in p])
    return psi / np.sqrt(factorial(n))


def act(A, psi, electron):
    """One-electron operator A acting on the chosen electron."""
    return np.moveaxis(np.tensordot(A, psi, axes=(1, electron)), 0, electron)


def energy_from_wavefunction(psi):
    n = psi.ndim
    h_psi = sum(act(h_model, psi, i) for i in range(n))
    for i in range(n):
        for j in range(i):
            h_psi = h_psi + sum(act(b, act(b, psi, j), i) for b in B)
    return np.vdot(psi, h_psi).real


def density_from_wavefunction(psi):
    flat = psi.reshape(M, -1)
    return psi.ndim * flat @ flat.conj().T


def fock_from_orbitals(C):
    F = h_model.copy()
    for c in C.T:
        for b in B:
            F = F + b * np.vdot(c, b @ c) - np.outer(b @ c, (b @ c).conj())
    return F


full = random_unitary(M)
C = full[:, :N]
U = random_unitary(N)
C_mixed = C @ U
psi, psi_mixed = wavefunction(C), wavefunction(C_mixed)
overlap = np.vdot(psi, psi_mixed)
E_model = energy_from_wavefunction(psi)
E_model_mixed = energy_from_wavefunction(psi_mixed)
F_model = fock_from_orbitals(C)

assert abs(np.vdot(psi, psi) - 1) < 1e-12
assert np.allclose(psi_mixed, np.linalg.det(U) * psi, atol=1e-12)
assert abs(abs(overlap) - 1) < 1e-12
assert np.allclose(density_from_wavefunction(psi_mixed), C @ C.conj().T,
                   atol=1e-12)
assert np.allclose(fock_from_orbitals(C_mixed), F_model, atol=1e-11)
assert abs(E_model_mixed - E_model) < 1e-11

# orbital energy formula from the orbitals against explicit wavefunctions
E_formula = 0.5 * np.trace(C_mixed.conj().T @ (h_model + F_model) @ C_mixed).real
assert abs(E_formula - E_model) < 1e-11
# removing one mixed orbital must cost the diagonal element of the SAME F
for i in range(N):
    removed = energy_from_wavefunction(wavefunction(np.delete(C_mixed, i, 1)))
    c = C_mixed[:, i]
    assert abs(E_model - removed - np.vdot(c, F_model @ c).real) < 1e-11

# where the hypotheses fail: occupied-empty mixing, unequal occupations
angle = 0.3
C_wrong = C.copy()
C_wrong[:, -1] = np.cos(angle) * full[:, N - 1] + np.sin(angle) * full[:, N]
E_wrong = energy_from_wavefunction(wavefunction(C_wrong))
assert abs(E_wrong - E_model) > 1e-3
occupation = np.diag([1.0, 1.0, 0.5])
fractional_change = np.linalg.norm(C_mixed @ occupation @ C_mixed.conj().T
                                   - C @ occupation @ C.conj().T)
assert fractional_change > 1e-2

# ---------- Part 2: gallium atom ----------
mol = gto.M(atom="Ga 0 0 0", basis="def2-svp", spin=1, symmetry="D2h",
            verbose=0)
mf = scf.UHF(mol)
mf.irrep_nelec = {"Ag": (6, 6), "B1g": (1, 1), "B2g": (1, 1), "B3g": (1, 1),
                  "B1u": (3, 2), "B2u": (2, 2), "B3u": (2, 2)}
mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-7, 200
mf.kernel()
assert mf.converged

orbitals, levels = [], []
for s in (0, 1):
    occupied = np.where(np.asarray(mf.mo_occ[s]) > 0)[0]
    e = np.asarray(mf.mo_energy[s])[occupied]
    order = np.argsort(e)
    orbitals.append(np.array(mf.mo_coeff[s])[:, occupied[order]])
    levels.append(e[order])
Ca, Cb = orbitals
na, nb = Ca.shape[1], Cb.shape[1]
nao = mol.nao
eri = mol.intor("int2e").reshape(nao**2, nao**2)
hcore = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
S = mol.intor("int1e_ovlp")
z = mol.intor("int1e_r")[2]
fock_a = np.asarray(mf.get_fock())[0]
spins = np.array([0] * na + [1] * nb)


def pair_integrals(C, spin):
    """Matrices J_ij and K_ij from the definition."""
    k = C.shape[1]
    pair = np.einsum("mi,nj->ijmn", C.conj(), C).reshape(k, k, nao**2)
    potential = (pair.reshape(k * k, -1) @ eri).reshape(k, k, -1)
    J = np.einsum("iix,jjx->ij", potential, pair).real
    K = np.einsum("ijx,jix->ij", potential, pair).real
    return J, K * (spin[:, None] == spin[None, :])


def energy_parts(C):
    J, K = pair_integrals(C, spins)
    one = np.einsum("mi,mn,ni->", C.conj(), hcore, C).real
    return one, J.sum() / 2, K.sum() / 2, np.trace(J)


def pair_JK(C):
    return pair_integrals(C, np.zeros(2, dtype=int))


def rotation(t):
    return np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])


complex_mix = np.array([[1, 1], [1j, -1j]]) / np.sqrt(2)

# sp hybrids from the spin-up 4s and 4p orbitals
sp = Ca[:, -2:].copy()
if sp[:, 0] @ z @ sp[:, 1] < 0:
    sp[:, 1] *= -1
hybrids = sp @ rotation(np.pi / 4)
J0, K0 = pair_JK(sp)
J1, K1 = pair_JK(hybrids)
Jc, Kc = pair_JK(sp @ complex_mix)
dd_sp = (J0[0, 0] + J0[1, 1] - 2 * J0[0, 1]) / 4
z0 = sp.T @ z @ sp
z1 = hybrids.T @ z @ hybrids
eps0 = sp.T @ fock_a @ sp
eps1 = hybrids.T @ fock_a @ hybrids

assert abs(z0[0, 0]) < 1e-8 and abs(z0[1, 1]) < 1e-8 and z0[0, 1] > 0.1
assert abs(K1[0, 1] - dd_sp) < 1e-9
assert abs(Kc[0, 1] - K0[0, 1] - dd_sp) < 1e-9
assert abs(K1[0, 1] - K0[0, 1]) > 1e-3
assert abs(J1[0, 1] - J0[0, 1]) > 1e-3
for J, K in ((J1, K1), (Jc, Kc)):
    assert abs((J - K)[0, 1] - (J0 - K0)[0, 1]) < 1e-9
    assert abs(J.sum() - J0.sum()) < 1e-9
    assert abs(K.sum() - K0.sum()) < 1e-9
level_s, level_p = levels[0][-2:]
assert abs(eps1[0, 0] - (level_s + level_p) / 2) < 1e-6
assert abs(eps1[0, 1] - (level_p - level_s) / 2) < 1e-6

# general rotation law on 3s and 4s, where the cross term (d|g) is not zero
ss = Ca[:, [5, na - 2]]
a, b = ss.T
d = ((np.outer(b, b) - np.outer(a, a)) / 2).ravel()
g = ((np.outer(a, b) + np.outer(b, a)) / 2).ravel()
dd, gg, dg = d @ eri @ d, g @ eri @ g, d @ eri @ g
assert abs(dg) > 1e-4
for t in (0.2, 0.7, 1.1):
    law = (np.sin(2*t)**2 * dd + np.cos(2*t)**2 * gg + np.sin(4*t) * dg)
    assert abs(pair_JK(ss @ rotation(t))[1][0, 1] - law) < 1e-9

# 2p_x, 2p_y: real rotations leave K alone, the complex mixing doubles it
labels = mol.ao_labels(fmt=False)
chosen = []
for axis in ("x", "y"):
    rows = [i for i, q in enumerate(labels)
            if q[2][-1] == "p" and q[3] == axis]
    weight = (Ca[rows]**2).sum(axis=0) / (Ca**2).sum(axis=0)
    chosen.append(int(np.argmax(weight > 0.5)))
pxy = Ca[:, chosen]
# align relative signs is unnecessary: K contains each orbital twice
K_xy = pair_JK(pxy)[1][0, 1]
K_xy_real = pair_JK(pxy @ rotation(0.4))[1][0, 1]
K_xy_complex = pair_JK(pxy @ complex_mix)[1][0, 1]
# tolerance: equality of p_x and p_y is limited by SCF convergence
assert abs(K_xy_real - K_xy) < 1e-5
assert abs(K_xy_complex - 2 * K_xy) < 1e-5

# whole atom: canonical, hybrid and randomly mixed occupied sets
Ca_hybrid = Ca.copy()
Ca_hybrid[:, -2:] = hybrids
Ua, Ub = random_unitary(na), random_unitary(nb)
sets = {"canonical": np.hstack([Ca, Cb]),
        "sp hybrids": np.hstack([Ca_hybrid, Cb]),
        "random mix": np.hstack([Ca @ Ua, Cb @ Ub])}
parts = {name: energy_parts(c) for name, c in sets.items()}
totals = {name: p[0] + p[1] - p[2] for name, p in parts.items()}
for name in sets:
    assert abs(totals[name] - mf.e_tot) < 1e-7
    assert np.allclose(parts[name][:3], parts["canonical"][:3], atol=1e-7,
                       rtol=0)
assert abs(parts["random mix"][3] - parts["canonical"][3]) > 1
# mixed orbitals solve the equations with a full multiplier matrix
C_new = Ca @ Ua
multipliers = Ua.conj().T @ np.diag(levels[0]) @ Ua
residual = np.abs(fock_a @ C_new - S @ C_new @ multipliers).max()
assert residual < 1e-4

# ---------- output ----------
print("MODEL: 3 electrons, 6 spin orbitals, model energy units")
print(f"overlap <Phi|Phi'> = {overlap.real:.6f} {overlap.imag:+.6f} i")
print(f"modulus of overlap = {abs(overlap):.10f}")
print(f"energy before mixing = {E_model:.8f}")
print(f"energy after mixing  = {E_model_mixed:.8f}")
print(f"energy after occupied-empty mixing by {angle} rad = {E_wrong:.8f}")
print(f"density change, occupations 1, 1, 0.5 (norm) = {fractional_change:.4f}")
print("GALLIUM ATOM: UHF/def2-SVP, nonrelativistic")
print(f"basis functions = {nao}, spin-up = {na}, spin-down = {nb}")
print(f"total energy from SCF = {mf.e_tot:.6f} hartree")
print(f"total energy from SCF = {mf.e_tot * HARTREE_EV:.3f} eV")
for name in sets:
    one, coul, exch, self_sum = parts[name]
    print(f"{name}: total energy = {totals[name]:.6f} hartree")
    print(f"  one-electron = {one:.6f} hartree")
    print(f"  half sum of J = {coul:.6f}, of K = {exch:.6f} hartree")
    print(f"  sum of J_ii = {self_sum:.6f} hartree")
print("SPIN-UP 4s, 4p PAIR (hartree)")
print(f"J_ss = {J0[0, 0]:.6f}, J_pp = {J0[1, 1]:.6f}")
print(f"J_sp = {J0[0, 1]:.6f}, K_sp = {K0[0, 1]:.6f}")
print(f"(d|d) = {dd_sp:.6f}")
print(f"hybrids: J_11 = {J1[0, 0]:.6f}, J_22 = {J1[1, 1]:.6f}")
print(f"hybrids: J_12 = {J1[0, 1]:.6f}, K_12 = {K1[0, 1]:.6f}")
print(f"complex mix: J_12 = {Jc[0, 1]:.6f}, K_12 = {Kc[0, 1]:.6f}")
print(f"J-K: canonical {J0[0, 1] - K0[0, 1]:.6f}, "
      f"hybrids {J1[0, 1] - K1[0, 1]:.6f}, complex {Jc[0, 1] - Kc[0, 1]:.6f}")
print(f"hybrid shift of K = {K1[0, 1] - K0[0, 1]:.6f} hartree")
print(f"hybrid shift of K = {(K1[0, 1] - K0[0, 1]) * HARTREE_EV:.4f} eV")
print(f"canonical levels: 4s {eps0[0, 0]:.6f}, 4p {eps0[1, 1]:.6f} hartree")
print(f"hybrid multipliers: diagonal {eps1[0, 0]:.6f}, {eps1[1, 1]:.6f}; "
      f"off-diagonal {eps1[0, 1]:.6f} hartree")
print(f"hybrid centroids along z = {z1[0, 0]:.4f}, {z1[1, 1]:.4f} bohr")
print("SPIN-UP 2p_x, 2p_y PAIR (hartree)")
print(f"K original = {K_xy:.5f}, after real rotation by 0.4 rad = "
      f"{K_xy_real:.5f}")
print(f"K after complex mixing = {K_xy_complex:.5f}")
print("done: every assertion held")
```

Output:

```
MODEL: 3 electrons, 6 spin orbitals, model energy units
overlap <Phi|Phi'> = -0.285392 -0.958411 i
modulus of overlap = 1.0000000000
energy before mixing = -0.97245116
energy after mixing  = -0.97245116
energy after occupied-empty mixing by 0.3 rad = -1.04622364
density change, occupations 1, 1, 0.5 (norm) = 0.5376
GALLIUM ATOM: UHF/def2-SVP, nonrelativistic
basis functions = 32, spin-up = 16, spin-down = 15
total energy from SCF = -1922.974135 hartree
total energy from SCF = -52326.792 eV
canonical: total energy = -1922.974135 hartree
  one-electron = -2684.479018 hartree
  half sum of J = 835.024607, of K = 73.519724 hartree
  sum of J_ii = 101.679890 hartree
sp hybrids: total energy = -1922.974135 hartree
  one-electron = -2684.479018 hartree
  half sum of J = 835.024607, of K = 73.519724 hartree
  sum of J_ii = 101.799370 hartree
random mix: total energy = -1922.974135 hartree
  one-electron = -2684.479018 hartree
  half sum of J = 835.024607, of K = 73.519724 hartree
  sum of J_ii = 59.588080 hartree
SPIN-UP 4s, 4p PAIR (hartree)
J_ss = 0.360847, J_pp = 0.293186
J_sp = 0.308404, K_sp = 0.069046
(d|d) = 0.009306
hybrids: J_11 = 0.386757, J_22 = 0.386757
hybrids: J_12 = 0.248664, K_12 = 0.009306
complex mix: J_12 = 0.317710, K_12 = 0.078352
J-K: canonical 0.239358, hybrids 0.239358, complex 0.239358
hybrid shift of K = -0.059740 hartree
hybrid shift of K = -1.6256 eV
canonical levels: 4s -0.453804, 4p -0.214197 hartree
hybrid multipliers: diagonal -0.334001, -0.334001; off-diagonal 0.119804 hartree
hybrid centroids along z = 1.6200, -1.6200 bohr
SPIN-UP 2p_x, 2p_y PAIR (hartree)
K original = 0.27032, after real rotation by 0.4 rad = 0.27032
K after complex mixing = 0.54064
done: every assertion held
```
